# Vacancy-oxygen orientations and Laplace line amplitudes in stressed silicon

## Problem

In the vacancy-oxygen centre of silicon, an oxygen atom sits beside a vacancy and bridges two of the vacancy's four silicon neighbours. The centre is an acceptor: a filling pulse gives it an electron, which it later emits to the conduction band. Laplace transient spectroscopy resolves the capacitance transient into exponentials,

\[
\Delta C(t)=-\sum_j h_j\,e^{-e_j t},
\]

where \(e_j\) is an emission rate and \(h_j>0\) is the amplitude, or peak area, of line \(j\).

An n-type sample is cooled without stress, so that all orientations of the centre are equally populated. Uniaxial compression \(P=0.5\) GPa is then applied at 80 K, where the centres cannot reorient. Every pulse fills all the centres, and these are few compared with the donors.

For oxygen displaced along \(+z\), with its silicon pair along [110], compression along the unit vector \(\mathbf n\) changes the ionization energy by \(P\,\mathbf n\cdot A\,\mathbf n\), where

\[
A=\begin{pmatrix}a_2&a_3&0\\a_3&a_2&0\\0&0&a_1\end{pmatrix},
\qquad (a_1,a_2,a_3)=(-10,\,5,\,20)\ \text{meV/GPa}.
\]

The energy is measured from the mean of the conduction valleys, and a positive shift makes the level deeper. The three numbers are round model parameters, not measured ones.

How many lines appear for stress along <100>, <111> and <110>, what are their relative amplitudes, and in what order of emission rate do they stand?

## A tempting solution

The oxygen is displaced along a cube axis, which is also the twofold axis of the centre. It seems enough to ask how this axis lies relative to the stress. There are three cube axes, each with one third of the centres.

- For <100>, one axis is parallel to the stress and two are perpendicular, which gives 1:2.
- For <111>, all three axes make the same angle with the stress, which gives a single line.
- For <110>, one axis is perpendicular to the stress and two lie at 45°, which gives 1:2.

## Where it fails

The argument treats the centre as if turning it by 90° about its twofold axis changed nothing. Such a turn takes the silicon pair from [110] to \([1\bar10]\), which is a different direction relative to the stress. In the tensor, the argument amounts to setting \(a_3=0\).

The <100> result survives because that stress cannot sense \(a_3\), as the shifts below show. A <100> measurement alone therefore cannot expose the mistake.

## The orientations and their tensors

Put the vacancy at the origin and its neighbours at

\[
(1,1,1),\quad(1,\bar1,\bar1),\quad(\bar1,1,\bar1),\quad(\bar1,\bar1,1).
\]

The oxygen bridges one pair of neighbours, that is, one edge of this tetrahedron. There are \(4\cdot3/2=6\) edges, hence six orientations. The midpoint of an edge gives the direction of the oxygen:

- \(+z\), \(+x\), \(+y\): pairs along [110], [011], [101]. These three edges share the atom (1,1,1).
- \(-z\), \(-x\), \(-y\): pairs along \([1\bar10]\), \([01\bar1]\), \([10\bar1]\). These edges join the other three atoms.

The form of \(A\) follows from the symmetry of the \(+z\) centre. The half-turn \((x,y)\to(-x,-y)\) reverses \(A_{xz}\) and \(A_{yz}\), so both vanish. The mirror \(x\leftrightarrow y\) requires \(A_{xx}=A_{yy}\). No operation of the centre removes \(A_{xy}=a_3\).

The operation \((x,y,z)\to(y,-x,-z)\) carries the \(+z\) centre into the \(-z\) centre and reverses the sign of \(xy\). The \(-z\) tensor therefore has \(-a_3\) in place of \(a_3\). Threefold rotations about [111] give the other four. For oxygen along \(\pm k\), with \(l\) and \(m\) the other two axes,

\[
s_{\pm k}(\mathbf n)=\mathbf n\cdot A_{\pm k}\,\mathbf n
=a_1n_k^2+a_2(1-n_k^2)\pm 2a_3\,n_l n_m .
\]

The factor 2 arises because \(A_{lm}\) and \(A_{ml}\) both contribute.

## Shifts and counts

**Stress along [001].** Every product \(n_ln_m\) is zero, so \(a_3\) drops out:

\[
s_{\pm z}=a_1\ (2\ \text{orientations}),\qquad
s_{\pm x}=s_{\pm y}=a_2\ (4\ \text{orientations}).
\]

The amplitudes are 1:2.

**Stress along [111].** Here \(n_k^2=n_ln_m=1/3\), so

\[
s_{\pm k}=\frac{a_1+2a_2\pm2a_3}{3},
\]

with three orientations for each sign. The amplitudes are 1:1. The plus sign belongs to the three edges that touch the neighbour lying on the stress axis.

**Stress along [110].** Now \(n_x^2=n_y^2=n_xn_y=1/2\) and \(n_z=0\). For oxygen along \(\pm z\),

\[
s_{\pm z}=\tfrac12a_2+\tfrac12a_2\pm a_3=a_2\pm a_3 ,
\]

one orientation each. For oxygen along \(\pm x\) or \(\pm y\), the product multiplying \(a_3\) contains \(n_z=0\), and

\[
s_{\pm x}=s_{\pm y}=\frac{a_1+a_2}{2}\quad(4\ \text{orientations}).
\]

There are three lines, with weights 1, 1 and 4.

Their order depends on the tensor. Measured from \(a_2\), the singlets lie at \(\pm a_3\) and the quartet at \((a_1-a_2)/2\). The quartet is the middle line when

\[
|a_3|>\tfrac12|a_1-a_2| .
\]

The given values satisfy this, since \(20>7.5\), and the sequence is 1:4:1. With \(a_3=5\) meV/GPa and the other two unchanged, the singlets would lie at 10 and 0 and the quartet at \(-2.5\) meV/GPa, giving 1:1:4 from slow to fast. At \(a_3=7.5\) meV/GPa the quartet would coincide with one singlet, leaving two lines of weights 1 and 5.

## Why the groups do not depend on linear response

An operation of the tetrahedron that takes \(\mathbf n\) to \(\pm\mathbf n\) leaves the stress unchanged. Two orientations connected by it have the same emission rate, whatever the size of the stress and however capture depends on the valley.

For [001], the operation used above exchanges \(\pm z\) and cycles the other four orientations. For [111], the threefold rotation cycles each set of three.

For [110], the available operations are the identity, the half-turn about \(z\), and the mirrors \(x\leftrightarrow y\) and \(x\leftrightarrow-y\). They connect \(\pm x\) and \(\pm y\) but leave \(+z\) and \(-z\) each in place. The groups are thus 2 and 4, 3 and 3, and 1, 1 and 4. Groups may coincide by accident, but stress alone cannot split one. An electric field can, because it distinguishes \(+\mathbf n\) from \(-\mathbf n\). Applied along the stress axis, it can split the pair for <100> and the quartet for <110>, but not the triplets for <111>.

## From counts to amplitudes

During the pulse, the filled fraction \(f\) of one orientation obeys \(\dot f=c(1-f)-ef\), where \(c\) is the capture rate. Starting from \(f=0\),

\[
f(t)=\frac{c}{c+e}\left[1-e^{-(c+e)t}\right].
\]

With the example's \(c=2.98\times10^7\ \text{s}^{-1}\) and a 1 ms pulse, \(ct\approx3\times10^4\). The emission rates found below are under \(400\ \text{s}^{-1}\), so \(f\) is 1 to about one part in \(10^5\).

Filled acceptors reduce the net positive charge of the depletion region. For traps filled throughout it, \(C\propto\sqrt{N_D-N_T}\), where \(N_T\) is the density of filled traps and \(N_D\) that of donors. The first-order change is \(-N_T/(2N_D)\). If all these traps empty after the pulse, each line's amplitude is therefore proportional to its number of orientations. At \(N_T/N_D=0.01\), the full square root changes the total amplitude by 0.25 % relative to this linear value.

A short pulse can spoil the ratio. Suppose that under <100> stress \(ct=1\) for the two parallel orientations and \(ct=2\) for the other four, with emission neglected. The amplitudes then stand as

\[
2(1-e^{-1}):4(1-e^{-2})=1:2.74 .
\]

## Emission rates in the example

Take a level 0.17 eV deep and a capture cross-section of \(10^{-14}\ \text{cm}^2\), both rough values. The depth is treated as a free energy that already includes the twofold spin degeneracy of the filled centre. Counting the two spin states separately would halve every rate and leave the ratios unchanged. With \(k_BT=6.894\) meV, thermal speed \(1.09\times10^7\) cm/s and effective density of states \(3.78\times10^{18}\ \text{cm}^{-3}\), detailed balance gives the unstressed rate

\[
e_0=\sigma vN_c\,e^{-170/6.894}\approx8.06\ \text{s}^{-1}.
\]

Stress also moves the conduction valleys. In a cubic crystal, the strain along cube axis \(v\) is \(-P[s_{12}+(s_{11}-s_{12})n_v^2]\), with \(s_{11}\) and \(s_{12}\) the elastic compliances. Subtracting one third of the trace, \(-P(s_{11}+2s_{12})/3\), and multiplying by the shear deformation potential \(\Xi_u\) gives the valley shift from the mean:

\[
D_v=-\Xi_uP(s_{11}-s_{12})\left(n_v^2-\tfrac13\right),\qquad
s_{11}-s_{12}=\frac1{C_{11}-C_{12}} .
\]

Emission to valley \(v\) costs the extra energy \(D_v\). If all valleys capture equally well, each of the three valley pairs supplies one third of \(e_0\), and

\[
e_i=e_0\,G\,e^{-Ps_i/k_BT},\qquad G=\frac13\sum_{v=x,y,z}e^{-D_v/k_BT}.
\]

The factor \(G\) is common to all orientations, so it moves the lines together without changing their ratios.

For [001], the rough values \(\Xi_u=9\) eV and \(C_{11}-C_{12}=166-64=102\) GPa give

\[
D_z=-\frac{9000\times0.5}{102}\times\frac23=-29.4\ \text{meV},\qquad D_x=D_y=+14.7\ \text{meV},
\]

and \(G=23.8\). The parallel pair of orientations shifts by \(0.5\times(-10)=-5\) meV, so its rate is \(8.06\times23.8\times e^{5/6.894}\approx397\ \text{s}^{-1}\). The same steps give, from slow to fast at 80 K:

| Stress | Shifts \(Ps_i\) (meV) | Rates (s⁻¹) | Orientations |
|---|---|---|---|
| <100> | 2.5, −5.0 | 134, 397 | 4, 2 |
| <111> | 6.67, −6.67 | 3.07, 21.2 | 3, 3 |
| <110> | 12.5, −1.25, −7.5 | 2.60, 19.1, 47.3 | 1, 4, 1 |

Both <100> lines are faster than the unstressed line, although four orientations have become deeper relative to the valley mean. The lowered \(z\) valleys outweigh that shift.

The tempting solution would predict one <111> line at \(8.06\ \text{s}^{-1}\), because \(a_1+2a_2=0\) here and \(G=1\). The correct solution has two equal lines whose rates differ by a factor of 6.9.

The closest pair in the table is the upper <110> pair, with a rate ratio of 2.48. Simulated transients with noise of \(10^{-3}\) of the total amplitude and 20,000 points were fitted with free rates, amplitudes and baseline. For <110> the amplitudes, scaled so that the true total is 6, came out as \(0.999\pm0.001\), \(3.996\pm0.019\) and \(1.003\pm0.020\). The fit was told the number of lines. A real inversion must also find that number, so these errors are a favourable case.

## When the centres can reorient

Let the oxygen hop between edges that share an atom, with a rough barrier of 0.38 eV and an attempt rate of \(10^{13}\ \text{s}^{-1}\). Without the bias due to stress, the hop rate is \(1.2\times10^{-11}\ \text{s}^{-1}\) at 80 K and \(0.019\ \text{s}^{-1}\) at 130 K. An hour under stress leaves the populations unchanged at 80 K but brings them to equilibrium at 130 K.

The equilibrium depends on the total energy of the centre in the charge state it then has. The tensor \(A\) describes a difference between two charge states, so it cannot supply this energy. Take model energies under 0.5 GPa along <100> of \(-10\) meV for the two parallel orientations and \(+5\) meV for the other four. At 130 K, \(k_BT=6.894\times130/80=11.2\) meV, and the populations are

\[
2:4e^{-15/11.2}\approx3.94:2.06
\]

when scaled to a total of 6. Frozen in at these values, the amplitudes would be about 1.9:1 instead of 1:2. With the bias shared equally between forward and backward hops, the relaxation time at 130 K is only about 9 s, so alignment continues during cooling under stress, to about 2.0:1 at 20 K/min and 2.2:1 at 1 K/min. Applying the stress cold avoids this change of the ratios.

## Comparison with a real diode

The example resembles a lightly doped silicon diode, with \(3\times10^{14}\) donors per cm³ and 3 V of band bending. Its level depth and barrier are rough values for the real centre, while the stress tensors are invented, so the line positions are not predictions for a real sample.

Real diodes break the assumption of a uniform environment. The field peaks at 0.0167 MV/cm and falls to zero across the depletion region, and it assists emission by tunnelling. For a point trap in a uniform force \(qF\), consider the imaginary-time path that leaves the trap and returns after \(\tau_0=\hbar/k_BT\). With \(x\) measured along the force, the potential energy is \(-qFx\) and the imaginary-time equation of motion is \(m\,d^2x/d\tau^2=-qF\). The path is \(x=qF\tau(\tau_0-\tau)/(2m)\). Its kinetic part contributes \(q^2F^2\tau_0^3/(24m)\) to the action and its potential part \(-q^2F^2\tau_0^3/(12m)\), so the action is \(-q^2F^2\tau_0^3/(24m)\). Fluctuations about the path do not depend on \(F\), so the rate is multiplied by

\[
\exp\!\left[\frac{q^2F^2\hbar^2}{24m(k_BT)^3}\right]\approx1.15
\]

at the peak field, for the light valley mass of 0.19 electron masses; for the heavy mass of 0.92 it is 1.03. This is the value for a point trap without lattice relaxation. For a deep centre coupled to the lattice, the exponent is \(q^2F^2\tau_2^3/(3m\hbar)\) with \(\tau_2=\hbar/2k_BT\pm\tau_1\), where \(\tau_1\) is a tunnelling time of the lattice and the plus sign holds for weak coupling. Here \(\hbar/2k_BT=4.8\times10^{-14}\) s, and with the plus sign and the light mass the factor would be 1.5 for \(\tau_1=2\times10^{-14}\) s and 2.4 for \(\tau_1=4\times10^{-14}\) s. The model does not fix \(\tau_1\) for the real centre. A 2 % unevenness of <100> stress changes the rate by about 9 % through the valley shift. If the dipole moment released on emission differs between orientations by \(e\times0.1\) nm, the peak field separates their rates by up to about 2.4 %. With the point-trap field factor, these changes are small beside the closest rate ratio of 2.48. They broaden or slightly displace the lines but do not alter the number of centres in each group.

The amplitudes follow these numbers only approximately. In the part of the depletion region next to the neutral material, centres capture electrons faster than they emit them, so they stay filled and add nothing to the transient. This layer is wider for slower lines. With 3 V of band bending, it changes the total <110> amplitudes from 1:4:1 to about 0.97:4.01:1.02. At the boundary of the layer the centres relax at \(e+c\), faster than \(e\), so a fit with three exponentials returns about 0.96:3.99:1.05. Adding the spread of rates due to the field gives about 0.96:3.98:1.06 for the point trap and 0.94:3.60:1.46 for \(\tau_1=4\times10^{-14}\) s. A larger reverse bias reduces the weight of this layer but raises the peak field.

## Values computed for the example and the checks

```
Temperature 80 K, kT 6.894 meV, stress 0.5 GPa
Model a1, a2, a3: -10.0 5.0 20.0 meV/GPa
Level 0.17 eV, cross-section 1e-14 cm2
Masses: state density 1.061, conductivity 0.258 m_e
Nc 3.78e+18 cm-3, thermal speed 1.09e+07 cm/s
Unstressed emission rate 8.06 s-1
C11, C12, C44: 166, 64, 80 GPa; Xi_u 9 eV
Orientations 6, group order 24, stabilizer order 4
Transient noise / total amplitude 1e-03, 20000 points
<100> valley x,y,z shifts (meV): 14.71 14.71 -29.41
<100> common rate factor G 23.833
<100> counts, slow to fast: 4 2
<100> depth shifts (meV): 2.50 -5.00
<100> rates (s-1): 133.72 396.91
<100> neighbour rate ratios: 2.97
<100> fitted rates (s-1): 133.78 397.37
<100> fitted amplitudes x6: 4.003+-0.004 1.997+-0.003
<111> valley x,y,z shifts (meV): 0.00 0.00 0.00
<111> common rate factor G 1.000
<111> counts, slow to fast: 3 3
<111> depth shifts (meV): 6.67 -6.67
<111> rates (s-1): 3.07 21.21
<111> neighbour rate ratios: 6.92
<111> fitted rates (s-1): 3.06 21.20
<111> fitted amplitudes x6: 2.999+-0.001 3.002+-0.001
<110> valley x,y,z shifts (meV): -7.35 -7.35 14.71
<110> common rate factor G 1.976
<110> counts, slow to fast: 1 4 1
<110> depth shifts (meV): 12.50 -1.25 -7.50
<110> rates (s-1): 2.60 19.11 47.30
<110> neighbour rate ratios: 7.35 2.48
<110> fitted rates (s-1): 2.60 19.07 47.21
<110> fitted amplitudes x6: 0.999+-0.001 3.996+-0.019 1.003+-0.020
Trigonal counts: <100> 4, <111> 1:3, <110> 2:2
Tetragonal counts: <100> 1:2, <111> 3, <110> 1:2
Donors 3e+14 cm-3, ionized fraction 0.910
Capture rate 2.98e+07 s-1, pulse 1 ms
Short pulse (c*t = 1 and 2): <100> ratio 1:2.74
Barrier 0.38 eV, attempt rate 1e+13 s-1
Hop rate 1.2e-11 s-1 at 80 K, 1.9e-02 s-1 at 130 K
Alignment model b1, b2, b3: -20.0 10.0 15.0 meV/GPa
<100> populations x6 after 1 h at 80 K: 2.000 : 4.000
<100> populations x6 after 1 h at 130 K: 3.936 : 2.064
Peak field at 3 V band bending: 0.0167 MV/cm
Tunnelling rate factor at peak field (light mass) 1.153
Stark shift for e*0.1 nm: 0.167 meV, rate change 2.4 %
Rate change for 2 % uneven <100> stress: 8.9 %
Degeneracy measure n/Nc: 7.2e-05
Capacitance nonlinearity at N_T/N_D = 0.01: 0.25 %
```
